# Dipole fluctuations and static permittivity of a classical harmonic ionic crystal

## Question

I want the lattice part of the static permittivity of an ionic crystal from the thermal fluctuations of its cell dipole \(\mathbf M\). The cell is periodic with volume \(V\), the macroscopic field is held at zero, and the formula I was given is

\[
\chi_{ab}=\frac{\langle M_aM_b\rangle-\langle M_a\rangle\langle M_b\rangle}{\varepsilon_0Vk_BT}.
\]

My crystal is classical and harmonic. I could also apply a small static field, let the ions relax and read off the dipole. That calculation contains no temperature, while the formula has \(T\) in the denominator and a thermal average in the numerator. Must the two agree?

Three details confuse me further. The force-constant matrix is singular, because the whole crystal can slide. I do not see where the electronic permittivity \(\varepsilon_\infty\) enters. And when I sample with zero displacement field \(D\) instead of zero \(E\), the same ratio comes out far smaller. Could someone work this through, with numbers for something like rutile TiO2 along its c axis?

## Answer

The two routes agree, and the proof needs little more than a Gaussian integral. The energy has to be set up first, because your questions about \(\varepsilon_\infty\) and about the boundary condition are settled there.

### The energy at fixed macroscopic field

Let \(u\) be the column of all ionic displacements from equilibrium, and let \(y\) be a set of electronic coordinates that follow the ions without delay. To second order, at fixed cell shape and fixed macroscopic field \(\mathbf E\),

\[
W=\tfrac12u^TAu+u^TCy+\tfrac12y^TBy-\mathbf E\cdot(Q_i^Tu+Q_e^Ty).
\]

The matrices \(Q_i\) and \(Q_e\) have three columns, one per field direction, and hold the bare charges. The electrons sit at the minimum over \(y\), where \(By=Q_e\mathbf E-C^Tu\). Putting this back replaces the terms in \(y\) by

\[
-\tfrac12(Q_e\mathbf E-C^Tu)^TB^{-1}(Q_e\mathbf E-C^Tu).
\]

Expand the product and collect powers of \(u\) and \(\mathbf E\):

\[
U(u,\mathbf E)=\tfrac12u^TKu-\mathbf E\cdot Z^Tu-\tfrac12\varepsilon_0V\,\mathbf E\cdot\chi_\infty\mathbf E,
\]

\[
K=A-CB^{-1}C^T,\qquad Z=Q_i-CB^{-1}Q_e,\qquad \varepsilon_0V\chi_\infty=Q_e^TB^{-1}Q_e.
\]

So \(K\) contains the force constants at \(\mathbf E=0\), and \(Z\) contains the Born charges: bare charges corrected for the electrons that each ion drags along. The total dipole is

\[
-\frac{\partial U}{\partial\mathbf E}=\mathbf M+\varepsilon_0V\chi_\infty\mathbf E,\qquad \mathbf M=Z^Tu.
\]

The second term is the response of the electrons with the ions clamped. It is absent at \(\mathbf E=0\), so it leaves no trace in the fluctuations and must be added by hand:

\[
\varepsilon_s=\varepsilon_\infty+\chi,\qquad \varepsilon_\infty=1+\chi_\infty .
\]

I assume that the crystal is stable, meaning that \(K\) is positive for every displacement except a uniform translation. I also assume that the Born charges sum to zero over the cell, as they must in a neutral insulator.

### Why a variance gives a response

In classical statistics the momenta integrate out separately, and their factor does not depend on \(\mathbf E\). The term in \(\chi_\infty\) does not depend on \(u\), so it cancels between numerator and denominator. What remains is

\[
\langle M_a\rangle_E=\frac{\int M_a\,e^{-(\frac12u^TKu-\mathbf E\cdot\mathbf M)/k_BT}\,du}{\int e^{-(\frac12u^TKu-\mathbf E\cdot\mathbf M)/k_BT}\,du}.
\]

Differentiating the exponential with respect to \(E_b\) brings down \(M_b/k_BT\). The numerator gives \(\langle M_aM_b\rangle/k_BT\), and the denominator gives \(-\langle M_a\rangle\langle M_b\rangle/k_BT\). At \(\mathbf E=0\), therefore,

\[
\varepsilon_0V\chi_{ab}=\frac{\partial\langle M_a\rangle}{\partial E_b}=\frac{\langle M_aM_b\rangle-\langle M_a\rangle\langle M_b\rangle}{k_BT}.
\]

This is your formula. Nothing here used the quadratic form of \(\frac12u^TKu\): any other potential energy of the ions could stand in its place. The harmonic assumption enters in the next step.

### Evaluating the variance, with the sliding motion removed

Let \(v_j\) be the orthonormal eigenvectors of \(K\), with \(Kv_j=\kappa_jv_j\), and write \(u=\sum_ja_jv_j\). The energy at zero field is \(\frac12\sum_j\kappa_ja_j^2\), so the weight factorizes into independent Gaussians:

\[
\langle a_j\rangle=0,\qquad\langle a_ia_j\rangle=\delta_{ij}\frac{k_BT}{\kappa_j}\qquad(\kappa_j>0).
\]

For the three translations \(\kappa_j=0\) and the amplitude is unbounded. They do no harm: a translation moves all ions equally, and the charges sum to zero, so \(Z^Tv_j=0\). These amplitudes never enter \(\mathbf M\), and their integrals cancel in the average. Hence \(\langle\mathbf M\rangle=0\) and

\[
\langle M_aM_b\rangle=k_BT\sum_{\kappa_j>0}\frac{(Z^Tv_j)_a(Z^Tv_j)_b}{\kappa_j}=k_BT\,[Z^TK^+Z]_{ab},
\]

where \(K^+=\sum_{\kappa_j>0}v_jv_j^T/\kappa_j\) is the pseudo-inverse. The variance is proportional to \(T\), and dividing by \(k_BT\) removes the temperature:

\[
\boxed{\;\chi_{ab}=\frac{[Z^TK^+Z]_{ab}}{\varepsilon_0V}\;}
\]

Physically, heating makes the ions wander further in the same parabolic well. The width of the wandering measures the curvature of the well once the thermal energy is divided out, and the curvature is what resists a field.

### The static calculation

In a static field the ions settle where \(\partial U/\partial u=0\), that is

\[
Ku=Z\mathbf E.
\]

This can be solved although \(K\) is singular, because the force \(Z\mathbf E\) has no component along a translation. The solution is \(u=K^+Z\mathbf E\) plus an arbitrary translation that carries no dipole. Therefore \(\mathbf M=Z^TK^+Z\,\mathbf E\), and dividing by \(\varepsilon_0V\mathbf E\) gives the boxed tensor again.

### Normal modes and larger cells

With \(m\) the diagonal matrix of masses, let \(e_n\) be the eigenvectors of \(m^{-1/2}Km^{-1/2}\) with eigenvalues \(\omega_n^2\), and put \(u=m^{-1/2}\sum_nq_ne_n\). Then

\[
U=\tfrac12\sum_n\omega_n^2q_n^2,\qquad \mathbf M=\sum_n\mathbf p_nq_n,\qquad \mathbf p_n=Z^Tm^{-1/2}e_n .
\]

Since \(\langle q_n^2\rangle=k_BT/\omega_n^2\),

\[
\chi_{ab}=\frac1{\varepsilon_0V}\sum_{\omega_n>0}\frac{p_{na}p_{nb}}{\omega_n^2}.
\]

Masses appear in \(\mathbf p_n\) and in \(\omega_n\), yet they cancel in the sum, because the same \(\chi\) was obtained above without them.

Now repeat the cell \(N\) times. A uniform field pushes every copy alike, so each copy relaxes as the single cell did. The dipole and the volume both grow by \(N\), and \(\chi\) stays the same. The variance of \(\mathbf M\) must then grow as \(N\). Modes whose displacement alternates from cell to cell do fluctuate, but their dipoles cancel in the sum.

### Rutile along c

I take rough values for TiO2: \(a=4.59\) Å, \(c=2.96\) Å, cell volume \(V=62.36\) Å\(^3\), \(\varepsilon_\infty=8.4\), and Born charges along c of \(+7.5e\) for Ti and \(-3.75e\) for O. The cell holds two Ti and four O.

For displacements along c, I replace the zero-field force constants by effective springs of chosen strength. Each cell has 8 equatorial Ti–O bonds with \(k_{eq}=6\) N/m and 4 apical ones with \(k_{ap}=4\) N/m. A spring of 20 N/m joins neighbouring Ti along c.

In a field along c, all Ti move together against all O by a relative distance \(w\). This pattern balances the forces on every ion. Each Ti has four equatorial and two apical bonds, so it feels a restoring force \((4k_{eq}+2k_{ap})w\) against \(ZeE\), with \(Z=7.5\). Each O has half the bonds and half the charge, so the same \(w\) serves. The Ti–Ti springs are not stretched. Per cell,

\[
\kappa=8k_{eq}+4k_{ap}=48+16=64\ \text{N/m},\qquad M=2Ze\,w,\qquad w=\frac{2ZeE}{\kappa},
\]

\[
\chi=\frac{(2Ze)^2}{\varepsilon_0V\kappa}
=\frac{(2.403\times10^{-18}\ \text{C})^2}{(5.522\times10^{-40}\ \text{C}^2\,\text{m/N})(64\ \text{N/m})}\approx163.4 .
\]

With the electrons added, \(\varepsilon_s=8.4+163.4\approx172\).

For the fluctuation route I took a cell of 48 atoms (\(2\times2\times2\)) and drew displacements from the Boltzmann distribution. Each coordinate in turn was redrawn from its Gaussian law with the others held fixed, so neither normal modes nor \(K^+\) were used. The errors are one standard error.

| \(T\) (K) | rms \(M\) (e·Å) | \(\chi\) from variance |
|---|---|---|
| 100 | 1.97 | 163.5 ± 0.4 |
| 300 | 3.41 | 163.0 ± 0.4 |
| 900 | 5.92 | 163.7 ± 0.4 |

From 100 K to 900 K the rms dipole triples, as \(\sqrt T\) requires, while the ratio stays at the static value within about one standard error.

To plan such a run, note that \(M\) is Gaussian with some variance \(s^2\), so \(M^2\) has mean \(s^2\) and variance \(3s^4-s^4=2s^4\). With \(N_s\) independent samples the relative error of the estimated variance is \(\sqrt{2/N_s}\), and 1 % needs 20 000 samples. Successive frames of a trajectory are correlated and count for less.

### Why zero D gives a small number

Along an axis that is principal for both \(\varepsilon_\infty\) and \(\chi\), such as c in rutile, the displacement field is \(D=\varepsilon_0\varepsilon_\infty E+M/V\). Holding \(D=0\) therefore creates a field that opposes the dipole:

\[
E=-\frac{M}{\varepsilon_0\varepsilon_\infty V}.
\]

The force \(-Ku+ZE\) becomes \(-(K+ZZ^T/\varepsilon_0\varepsilon_\infty V)u\), which adds an energy \(M^2/(2\varepsilon_0\varepsilon_\infty V)\). At \(E=0\) the dipole was Gaussian with variance \(\varepsilon_0Vk_BT\chi\). Multiplying that distribution by the new Boltzmann factor adds the inverse variances. If \(\chi_D\) denotes your ratio sampled at \(D=0\), with \(M=Z^Tu\) as before, then

\[
\frac1{\chi_D}=\frac1\chi+\frac1{\varepsilon_\infty}
\quad\Rightarrow\quad
\chi_D=\frac{\chi\,\varepsilon_\infty}{\chi+\varepsilon_\infty}=\varepsilon_\infty-\frac{\varepsilon_\infty^2}{\varepsilon_s}.
\]

The last form uses \(\chi=\varepsilon_s-\varepsilon_\infty\). For a weakly polar crystal, \(\chi\ll\varepsilon_\infty\), the boundary condition hardly matters. For a strongly polar one \(\chi_D\) approaches \(\varepsilon_\infty\), however large \(\chi\) is.

In the example the formula gives 7.99, and sampling the six-atom cell at 300 K gives \(7.988\pm0.010\). If your recorded dipole is \(Z^Tu\), the data are therefore usable, but need the conversion

\[
\varepsilon_s=\frac{\varepsilon_\infty^2}{\varepsilon_\infty-\chi_D}=\frac{70.56}{0.412}\approx171 .
\]

If your program instead records the total dipole, including the response of the electrons to the field, the ratio is \(1/\varepsilon_\infty-1/\varepsilon_s\), here 0.113, and must be converted with that relation.

The price of sampling at \(D=0\) is precision. The error of 0.010 is 0.13 % of \(\chi_D\) but 2.4 % of the small difference in the denominator, so \(\varepsilon_s\) is known to about ±4. For a crystal this polar, zero \(E\) is the better condition.

The same added energy separates the longitudinal from the transverse frequency. With a single polar mode along the axis, as here, it raises the stiffness of the polar motion from \(\kappa\) to \(\kappa(1+\chi/\varepsilon_\infty)\) at unchanged mass, so

\[
\frac{\omega_{LO}^2}{\omega_{TO}^2}=1+\frac{\chi}{\varepsilon_\infty}=\frac{\varepsilon_s}{\varepsilon_\infty}.
\]

Diagonalizing the mass-weighted matrices, with the atomic masses of Ti and O, gives 5.05 THz and 22.8 THz. The squared ratio is 20.5, equal to \(\varepsilon_s/\varepsilon_\infty\).

### Quantum ions: the response survives, the formula does not

For one mode in a static force \(f\), complete the square:

\[
\tfrac12\omega^2q^2-fq=\tfrac12\omega^2\left(q-\frac f{\omega^2}\right)^2-\frac{f^2}{2\omega^2}.
\]

The quantum oscillator is shifted by \(f/\omega^2\), and all its levels move down equally. Their occupations do not change, so the mean displacement is \(f/\omega^2\) at every temperature. The harmonic static permittivity is thus the same for quantum ions.

The variance is not. Half of the mean energy is potential energy, so

\[
\tfrac12\omega^2\langle q^2\rangle=\tfrac14\hbar\omega\coth\frac x2,\qquad x=\frac{\hbar\omega}{k_BT},
\]

and the ratio to the classical value \(k_BT/\omega^2\) is \((x/2)\coth(x/2)\). For the 5.05 THz mode this ratio is 1.05 at 300 K and 1.45 at 100 K. Inserting a quantum variance into the classical formula would therefore make \(\chi\) 45 % too large at 100 K. The excess grows on cooling, because the quantum variance tends to its zero-point value \(\hbar/2\omega\) while the classical value \(k_BT/\omega^2\) goes to zero. At \(D=0\) the polar mode is the one at 22.8 THz, and the ratio is already 1.9 at 300 K. A quantum variance would then lift \(\chi_D\) above \(\varepsilon_\infty\) and make the conversion to \(\varepsilon_s\) meaningless.

### When temperature comes back

The derivation held \(K\), \(Z\) and \(V\) fixed. Suppose instead that the polar displacement of each cell has the energy \(\frac12\kappa w^2+\frac14gw^4\) with \(g>0\). Let \(\sigma^2=k_BT/\kappa\), and use the Gaussian moments \(\langle w^4\rangle=3\sigma^4\) and \(\langle w^6\rangle=15\sigma^6\). To first order in \(g\),

\[
\langle w^2\rangle=\sigma^2-\frac{g}{4k_BT}(15\sigma^6-3\sigma^4\sigma^2)=\sigma^2\left(1-\frac{3gk_BT}{\kappa^2}\right).
\]

The fluctuation formula remains valid, but its result now falls with temperature. Harmonic behaviour requires \(3gk_BT/\kappa^2\ll1\), which at comparable \(g\) fails first for soft crystals, where \(\kappa\) is small and \(\chi\) large.

To see the size, I assume \(g=50\) eV/Å\(^4\) and treat cells as independent. Numerical integration over \(w\) multiplies \(\chi\) by 0.93 at 100 K, 0.84 at 300 K and 0.69 at 900 K. The permittivity drops from 172 to about 161, 146 and 122. Coupling between cells is left out here. With the springs above and the quartic term applied to the \(w\) of each cell, it lowers the factors by a further 0.03 to 0.05 in a 48-atom cell. The reason is that the non-polar modes of this model are softer than the polar one, so the variance of \(w\) in a single cell is about twice \(k_BT/\kappa\). The sign and size of this shift belong to the model: spreading the same \(g\) over the twelve Ti–O bonds lowers the factors at 300 and 900 K by about 0.25. At 300 K the first-order formula predicts a loss of 24 % of \(\chi\) against the 16 % found by integration, so higher orders already matter.

The same term causes saturation. At 1 MV/cm, a field near or beyond breakdown in real samples, the harmonic displacement is 0.038 Å and the lattice polarization 14.5 µC/cm². Without thermal motion, solving \(\kappa w+gw^3=2ZeE\) lowers that polarization by 1.7 %.

Thermal expansion acts through \(\chi\propto1/(V\kappa)\) at fixed charges. If \(\omega\propto V^{-\gamma}\), then \(\kappa\propto V^{-2\gamma}\) and \(\chi\propto V^{2\gamma-1}\). With assumed values \(\gamma=3\) and a volume expansion of \(2.5\times10^{-5}\) K\(^{-1}\), warming by 300 K raises \(\chi\) by about 4 %, against the trend of the quartic term. The effect scales with \(2\gamma-1\), and soft polar modes can have a much larger \(\gamma\): \(\gamma=7\) gives 10 % and \(\gamma=13\) gives 21 %.

### Comparison with real rutile

The c-axis permittivity of real rutile is roughly 170 near room temperature. The springs were chosen to land in that region, so the agreement of 172 is no prediction. Real rutile also departs from the harmonic law: its permittivity is higher at low temperature, roughly 250, and falls on warming. The assumption that breaks is the constant \(K\), and over that range it moves the result by about a third. The 64 N/m is best read as an effective stiffness near room temperature. Read that way, it already contains the thermal stiffening, and the quartic correction should not be applied a second time.

If your simulated \(\chi\) drifts with temperature, first check that the variance is converged and that the ions are sampled classically. A drift that remains at fixed volume and fixed charges measures the anharmonicity of your potential.
